# The sharp hydrogenic energy bound and the loss from Hardy's inequality, part 1

(Sections cited here and not found follow in the second part.)

An electron bound to a fixed point nucleus of charge $Z>0$ has, in Hartree atomic units, the Hamiltonian $H=-\tfrac12\nabla^2-Z/r$. For a normalised complex wave function $\psi$ on $\mathbb R^3$ write

$$g=\|\nabla\psi\|=\Big(\int|\nabla\psi|^2\,d^3x\Big)^{1/2},\qquad m_1=\int\frac{|\psi|^2}{r}\,d^3x,\qquad m_2=\int\frac{|\psi|^2}{r^2}\,d^3x ,$$

so that the kinetic energy is $T=g^2/2$ and the energy is $E[\psi]=\tfrac12g^2-Zm_1$. Both $g$ and $m_1$ are inverse lengths, and this fixes the form of any relation between them. The dilation $\psi_\lambda(x)=\lambda^{3/2}\psi(\lambda x)$ keeps the norm, and the substitution $y=\lambda x$ in the integrals gives $g\to\lambda g$, $m_1\to\lambda m_1$, $m_2\to\lambda^2m_2$. The ratio $\rho=m_1/g$ is unchanged. Every state can be dilated to any chosen value of $g$, so the largest $m_1$ compatible with a given $g$ is $Cg$, where $C=\sup\rho$ is a pure number, possibly infinite. Along the dilations of one state,

$$E[\psi_\lambda]=\tfrac12\lambda^2g^2-Z\lambda m_1=\tfrac12\left(\lambda g-Z\rho\right)^2-\tfrac12Z^2\rho^2 ,$$

which is smallest at $\lambda=Z\rho/g$, with value $-Z^2\rho^2/2$. Taking the infimum over shapes as well,

$$\inf E=-\tfrac12 Z^2C^2 .\tag{1}$$

The atom is stable exactly when $C$ is finite. The factor $Z^2$ comes from scaling alone, and the remaining content is the number $C$. The true value is $C=1$. Hardy's inequality proves only $C\le2$, which by (1) is the bound $-2Z^2$. Symmetry also suggests the tool. Both inequalities come from the fact that $\|\nabla\psi+w\psi\|^2\ge0$ for a real vector field $w$ with the dimension of inverse length. Rotational invariance suggests a radial $w$, and the simplest choices are $a\hat r$ with $a$ an inverse length and $b\hat r/r$ with $b$ a pure number, where $\hat r=x/r$.

The admissible states are those of finite kinetic energy, the space $H^1(\mathbb R^3)$. A function $\psi\in L^2$ belongs to it if there are functions $\partial_j\psi\in L^2$, the weak derivatives, with $\int\psi\,\partial_j\varphi=-\int(\partial_j\psi)\,\varphi$ for every smooth $\varphi$ of compact support. No symmetry, reality or smoothness of $\psi$ is assumed, and the finiteness of $m_1$ and $m_2$ has to be proved. Two rules follow from the definition. If $\chi$ is smooth, then $\chi\varphi$ is again a test function, and $\int\chi\psi\,\partial_j\varphi=\int\psi\,\partial_j(\chi\varphi)-\int\psi\varphi\,\partial_j\chi$ gives the product rule $\partial_j(\chi\psi)=\chi\,\partial_j\psi+\psi\,\partial_j\chi$. If $j\ge0$ is smooth, supported in the unit ball, with integral one, and $j_\delta(x)=\delta^{-3}j(x/\delta)$, then the convolution $j_\delta*\psi$ is smooth, and using $y\mapsto j_\delta(x-y)$ as the test function gives $\partial_j(j_\delta*\psi)=j_\delta*\partial_j\psi$. For any $f\in L^2$ one has $j_\delta*f\to f$ in $L^2$. By Plancherel's theorem $\|j_\delta*f-f\|^2$ is the integral of $|\hat\jmath(\delta k)-1|^2|\hat f(k)|^2$, where $\hat\jmath(k)=\int j\,e^{-ik\cdot x}d^3x$ obeys $|\hat\jmath|\le1$ and $\hat\jmath(\delta k)\to1$, so dominated convergence sends the integral to zero.

With these rules any $\psi\in H^1$ is a limit of smooth functions of compact support, in the sense that the functions and their gradients both converge in $L^2$. Take a smooth $\chi$ with values in $[0,1]$, equal to one for $r<1$ and zero for $r>2$, and put $\chi_R(x)=\chi(x/R)$. Then $\chi_R\psi\to\psi$ and $\chi_R\nabla\psi\to\nabla\psi$ by dominated convergence, and the extra term obeys $\|\psi\nabla\chi_R\|\le\sup|\nabla\chi|/R\to0$. Convolving $\chi_R\psi$ with $j_\delta$ makes it smooth, keeps the support compact, and converges together with the gradient as $\delta\to0$.

Let $w$ be a smooth real vector field with $w$ and $\operatorname{div}w$ bounded. For smooth $\phi$ of compact support the field $w|\phi|^2$ vanishes outside a ball, so its divergence integrates to zero. Since $\nabla|\phi|^2=2\operatorname{Re}\bar\phi\nabla\phi$, this reads

$$-2\operatorname{Re}\int\bar\phi\,w\cdot\nabla\phi\,d^3x=\int(\operatorname{div}w)\,|\phi|^2\,d^3x .\tag{2}$$

Both sides are continuous under the approximation just described. On the left, the Cauchy–Schwarz inequality gives

$$\Big|\int\bar\psi\,w\cdot\nabla\psi-\int\bar\phi\,w\cdot\nabla\phi\Big|\le\sup|w|\,\big(\|\psi-\phi\|\,\|\nabla\psi\|+\|\phi\|\,\|\nabla\psi-\nabla\phi\|\big),$$

and on the right the difference is at most $\sup|\operatorname{div}w|\,(\|\psi\|+\|\phi\|)\,\|\psi-\phi\|$. Hence (2) holds for all $\psi\in H^1$. Because $w$ is real, $|\nabla\psi+w\psi|^2=|\nabla\psi|^2+2\operatorname{Re}\bar\psi\,w\cdot\nabla\psi+|w|^2|\psi|^2$, and (2) replaces the cross term:

$$0\le\|\nabla\psi+w\psi\|^2=g^2-\int(\operatorname{div}w)|\psi|^2+\int|w|^2|\psi|^2 .\tag{3}$$

The field $a\hat r$ is discontinuous at the origin and its divergence is unbounded, so (3) is applied to the smoothed field $w_\varepsilon=a\,x/\sqrt{r^2+\varepsilon^2}$ with $a>0$. For any field $xf(r)$ one has $\operatorname{div}(xf)=3f+x\cdot\hat r f'=3f+rf'$. Here $f=a(r^2+\varepsilon^2)^{-1/2}$ and $rf'=-ar^2(r^2+\varepsilon^2)^{-3/2}$, so

$$\operatorname{div}w_\varepsilon=a\,\frac{3(r^2+\varepsilon^2)-r^2}{(r^2+\varepsilon^2)^{3/2}}=a\,\frac{2r^2+3\varepsilon^2}{(r^2+\varepsilon^2)^{3/2}} .$$

This is positive. It is at most $3a/\sqrt{r^2+\varepsilon^2}$, and therefore bounded by both $3a/\varepsilon$ and $3a/r$. For $r>0$ it tends to $2a/r$ as $\varepsilon\to0$. Also $|w_\varepsilon|\le a$. With $\|\psi\|=1$, (3) gives $\int(\operatorname{div}w_\varepsilon)|\psi|^2\le g^2+a^2$, and Fatou's lemma, which applies because the integrands are non-negative, gives $2am_1\le g^2+a^2$. So $m_1$ is finite for every state of finite kinetic energy. Once that is known, the limit can be taken in (3) as an equality. The three $\varepsilon$-dependent integrands converge pointwise for $r>0$ and are dominated by the integrable functions $2|\nabla\psi|^2+2a^2|\psi|^2$, $3a|\psi|^2/r$ and $a^2|\psi|^2$. Dominated convergence yields

$$\|\nabla\psi+a\hat r\psi\|^2=g^2-2am_1+a^2 .\tag{4}$$

The number $m_1$ is positive, since $\psi\ne0$, so $a=m_1$ is allowed. The right side becomes $g^2-2m_1^2+m_1^2$, and

$$g^2-m_1^2=\|\nabla\psi+m_1\hat r\psi\|^2\ge0,\qquad\text{that is}\qquad\Big\langle\frac1r\Big\rangle\le\|\nabla\psi\| .\tag{5}$$

For a state that is not normalised, applying (5) to $\psi/\|\psi\|$ gives $\int|\psi|^2/r\le\|\psi\|\,\|\nabla\psi\|$. The choice $a=Z$ in (4), divided by two, gives the energy directly:

$$E[\psi]+\tfrac12Z^2=\tfrac12\|\nabla\psi+Z\hat r\psi\|^2\ge0 .\tag{6}$$

The same bound follows from (5) alone, since $E\ge\tfrac12g^2-Zg=\tfrac12(g-Z)^2-\tfrac12Z^2$.

Equality in (5) requires $\nabla\psi=-a\hat r\psi$ almost everywhere, with $a=m_1$. On the domain $\Omega=\mathbb R^3\setminus\{0\}$ the function $e^{ar}$ is smooth, so the product rule holds for test functions supported in $\Omega$, and $u=e^{ar}\psi$ has weak gradient $e^{ar}(\nabla\psi+a\hat r\psi)=0$ there. Such a $u$ is constant. Let $S_n$ be the shell $1/n<r<n$ with $n\ge2$, and let $u_n$ be $u$ set to zero outside the larger shell $S_{2n}$, so that $u_n\in L^2$. For $\delta<1/(2n)$ and $x\in S_n$ the test function $j_\delta(x-\cdot)$ is supported in $S_{2n}$, so $j_\delta*u_n$ is smooth with zero gradient on $S_n$. The shell is connected, so $j_\delta*u_n$ is a constant there. These constants converge in $L^2(S_n)$ to $u$, which is therefore constant on $S_n$. The shells are nested and fill $\Omega$, so the constant is the same throughout, and $\psi=c\,e^{-ar}$.

The converse is checked on a family that serves again for Hardy's inequality,

$$\psi_{s,a}\propto h(r)=r^s e^{-ar},\qquad s>-\tfrac12,\quad a>0 .$$

These functions lie in $H^1$ with gradient $h'(r)\hat r=(s/r-a)h\,\hat r$. The smooth functions $h(R_\varepsilon)$, with $R_\varepsilon=\sqrt{r^2+\varepsilon^2}$, have gradient $h'(R_\varepsilon)\,x/R_\varepsilon$. For $\varepsilon\le1$ one has $r\le R_\varepsilon\le r+1$, so a negative power of $R_\varepsilon$ is bounded by the same power of $r$, a positive power by that of $r+1$, and $e^{-aR_\varepsilon}\le e^{-ar}$. Function and gradient are thus bounded by a constant times $(r^{s-1}+r^s+(r+1)^{|s|})e^{-ar}$, whose square is integrable against $r^2dr$ when $2(s-1)+2>-1$, that is $s>-\tfrac12$. Dominated convergence then passes to the limit in the definition of the weak derivative. With $I(n)=\int_0^\infty r^ne^{-2ar}dr=\Gamma(n+1)/(2a)^{n+1}$ and $\Gamma(n+1)=n\Gamma(n)$, one has $I(n-1)/I(n)=2a/n$. The norm is proportional to $I(2s+2)$, so

$$m_1=\frac{I(2s+1)}{I(2s+2)}=\frac{a}{s+1},\qquad m_2=\frac{I(2s)}{I(2s+2)}=\frac{(2a)^2}{(2s+2)(2s+1)}=\frac{2a^2}{(s+1)(2s+1)} .\tag{7}$$

The gradient norm is the mean of $(s/r-a)^2$:

$$g^2=s^2m_2-2sa\,m_1+a^2=a^2\,\frac{2s^2-2s(2s+1)+(s+1)(2s+1)}{(s+1)(2s+1)}=\frac{a^2}{2s+1},\tag{8}$$

because the numerator is $2s^2-4s^2-2s+2s^2+3s+1=s+1$. At $s=0$ this gives $m_1=g=a$. Equality in (5) therefore holds exactly for $ce^{-ar}$ with any $a>0$, and $C=1$. The free parameter $a$ is the dilation freedom of the scale-invariant ratio $\rho$. In (6) the scale is fixed, and the same argument with $a=Z$ shows that $E=-Z^2/2$ is reached by $\psi_0\propto e^{-Zr}$ and by no other state.

This is the hydrogenic ground state. For $r>0$ and $f=e^{-Zr}$, $\nabla^2f=f''+2f'/r=Z^2f-2Zf/r$, so $-\tfrac12\nabla^2f-Zf/r=-\tfrac12Z^2f$. The origin causes no difficulty, as the weak form shows. Written for unnormalised states, with $Z^2\|\psi\|^2/2$ on the left, (6) equates two Hermitian quadratic forms, so by polarisation

$$\tfrac12\langle\nabla\phi,\nabla\psi\rangle-Z\langle\phi,r^{-1}\psi\rangle+\tfrac12Z^2\langle\phi,\psi\rangle=\tfrac12\langle A\phi,A\psi\rangle,\qquad A=\nabla+Z\hat r ,$$

for all $\phi,\psi\in H^1$. Since $A\psi_0=0$, the left side vanishes for $\psi=\psi_0$ and every $\phi$, which is the weak eigenvalue equation with eigenvalue $-Z^2/2$. Any other weak eigenfunction in $H^1$ has eigenvalue $E[\psi]$ (take $\phi=\psi$, normalised), which by (6) is strictly higher, so the lowest level is non-degenerate. Inequality (5) also defines $H$ as an operator. From $(\sqrt\delta\,g-Z/2\sqrt\delta)^2\ge0$ one gets $Zm_1\le Zg\le\delta g^2+Z^2/(4\delta)$ for every $\delta>0$. With $\delta=\tfrac14$ this gives $\tfrac14g^2+1\le E+Z^2+1\le\tfrac12g^2+Z^2+1$, so the shifted energy form is equivalent to the $H^1$ norm and is closed. The representation theorem for closed semibounded forms, the one result of operator theory that is invoked without proof, assigns to it a self-adjoint $H$ whose spectrum has $\inf E$ as its lowest point. The inequalities (5) and (6) do not depend on this theorem.

Hardy's inequality comes from the second field, smoothed as $w_\varepsilon=b\,x/(r^2+\varepsilon^2)$. Now $f=b(r^2+\varepsilon^2)^{-1}$ and $rf'=-2br^2(r^2+\varepsilon^2)^{-2}$, so

$$\operatorname{div}w_\varepsilon=b\,\frac{r^2+3\varepsilon^2}{(r^2+\varepsilon^2)^2},\qquad|w_\varepsilon|^2=\frac{b^2r^2}{(r^2+\varepsilon^2)^2},\qquad\operatorname{div}w_\varepsilon-|w_\varepsilon|^2=\frac{b(1-b)r^2+3b\varepsilon^2}{(r^2+\varepsilon^2)^2} .$$

At fixed $\varepsilon$ the field and its divergence are bounded, so (3) holds. Here $|w|^2$ is as singular as $\operatorname{div}w$, so the two must be kept together. For $0<b<1$ their difference is non-negative and tends to $b(1-b)/r^2$. Fatou's lemma gives $b(1-b)m_2\le g^2$, and $b(1-b)=\tfrac14-(b-\tfrac12)^2$ is largest at $b=\tfrac12$:

$$m_2\le4g^2 .\tag{9}$$

With $m_1$ and $m_2$ both finite, the two fields can be added, for any real $a$ and $b$. The divergence of the smoothed sum is bounded in magnitude by $3|a|/r+3|b|/r^2$ and tends to $2a/r+b/r^2$. Its magnitude is bounded by $|a|+|b|/r$, and its square tends to $a^2+2ab/r+b^2/r^2$. Every term of (3) is dominated by an integrable function, and collecting the coefficients of $m_1$ and $m_2$ gives

$$\Big\|\nabla\psi+\Big(a+\frac br\Big)\hat r\psi\Big\|^2=g^2-2a(1-b)\,m_1-b(1-b)\,m_2+a^2 .\tag{10}$$

For $a=0$, $b=\tfrac12$ this is $\|\nabla\psi+\hat r\psi/2r\|^2=g^2-m_2/4$. Equality in (9) would make the weak gradient of $r^{1/2}\psi$, which is $r^{1/2}(\nabla\psi+\hat r\psi/2r)$, vanish on $\Omega$, so that $\psi=cr^{-1/2}$. Then $\int|\psi|^2=4\pi|c|^2\int r\,dr$ diverges unless $c=0$. The inequality is therefore strict for every state. The constant is nevertheless sharp, because (7) and (8) give $m_2/g^2=2/(s+1)$, which tends to $4$ as $s\to-\tfrac12$.

To bound the Coulomb energy with (9), one passes from $1/r^2$ to $1/r$. The Cauchy–Schwarz inequality applied to $|\psi|\cdot|\psi|/r$ gives $m_1\le\sqrt{m_2}$, so $m_1\le2g$ and

$$E\ge\tfrac12g^2-2Zg=\tfrac12(g-2Z)^2-2Z^2\ge-2Z^2 .$$

Alternatively, $T\ge m_2/8$ replaces the kinetic energy by a repulsive potential,

$$E[\psi]\ge F[\psi]=\Big\langle\frac1{8r^2}-\frac Zr\Big\rangle,\qquad\frac1{8r^2}-\frac Zr+2Z^2=\frac18\Big(\frac1r-4Z\Big)^2 ,\tag{11}$$

where expanding the square gives $1/8r^2-8Z/8r+16Z^2/8$. So $F\ge-2Z^2$, with the pointwise minimum at $r=1/(4Z)$. The two routes meet at the same point, since $g=2Z$ with (9) saturated means $\sqrt{m_2}=4Z$.

A weak lower bound might in principle come from careless estimation after (9) has been used, so the word "only" needs a precise meaning. An argument that uses the kinetic energy solely through $T\ge m_2/8$ bounds $F$, and cannot prove more than $E\ge\inf F$. The claim is that $\inf F=-2Z^2$ exactly. In the family, (7) gives

$$F=\frac{a^2}{4(s+1)(2s+1)}-\frac{Za}{s+1} .$$

Setting $dF/da=0$ gives $a/(2(2s+1))=Z$, so $a=2Z(2s+1)$. The first term is then $Z^2(2s+1)/(s+1)$ and the second is twice that with the opposite sign:

$$F=-Z^2\,\frac{2s+1}{s+1}\;\longrightarrow\;-2Z^2\quad(s\to\infty).\tag{12}$$

With (11) this proves the claim. The infimum is not attained, because $F=-2Z^2$ would need $|\psi|^2$ to vanish off the sphere $r=1/(4Z)$, a set of measure zero. The states in (12) have $m_1=2Z(2s+1)/(s+1)\to4Z$, and the relative variance of $1/r$ is $m_2/m_1^2-1=1/(2s+1)\to0$, so they are thin shells at that radius. Their true kinetic energy is, by (8), $T=a^2/(2(2s+1))=2Z^2(2s+1)$, which diverges, and their true energy is $T-Zm_1=2Z^2s(2s+1)/(s+1)\ge0$ for $s\ge0$. The functional $m_2/8$ charges a price for sitting near the nucleus and none for being squeezed into a thin shell away from it.

The sharp bound $E\ge-Z^2/2$ is now proved, with equality only for $e^{-Zr}$, and an argument that uses the kinetic energy only through Hardy's inequality has been shown to give no better than $-2Z^2$. It remains to locate the loss between the two, to treat partial use of Hardy's inequality, and to give numerical checks and the extensions to other potentials and dimensions.
